# Depolarizing field in a shorted ferroelectric and oxide gate stack

## Problem

A gate stack consists of a metal gate, a ferroelectric film, a layer of silicon dioxide and a channel. The ferroelectric is $d_f=10$ nm thick, has relative permittivity $\varepsilon_f=30$ and carries a uniform polarization $P=0.1$ C/m² (10 µC/cm²) pointing from gate to channel. The oxide is $d_i=1$ nm thick, with $\varepsilon_i=3.9$. Gate and channel are shorted. Treat the channel as a metal.

(a) Find the electric field in the ferroelectric.
(b) Find the field in the oxide and judge whether the assumed state is plausible.

**Conventions.** The $x$ axis points from gate to channel, and fields and polarization are positive along it. $P$ is held fixed. The linear dielectric response of the film is contained in $\varepsilon_f$ and is not part of $P$, so the displacement in the film is $D=\varepsilon_0\varepsilon_fE_f+P$.

## Hints

1. If the short were applied directly across the ferroelectric, what would its field be? What does the oxide change?
2. A short constrains the sum of the voltage drops, not each drop. What does this say about the signs of the two fields?
3. You need a second relation. Apply Gauss's law to a thin box around the inner interface.
4. A short equalizes the electrochemical potentials of the electrodes. What more is needed for their electrostatic potentials to be equal?

## Full solution

**Two conditions.** Let $V$ be the electrostatic potential of the gate minus that of the channel surface. Since $E=-d\phi/dx$, integrating across the stack gives

$$E_fd_f+E_id_i=V. \qquad (1)$$

Let $s$ be the free charge per area trapped at the inner interface. Gauss's law says that the displacement rises by $s$ there:

$$\varepsilon_0\varepsilon_iE_i-(\varepsilon_0\varepsilon_fE_f+P)=s. \qquad (2)$$

The problem has $s=0$. It also has $V=0$, provided that the electrodes have equal work functions. Keeping both symbols costs little and serves later.

**Elimination.** Equation (1) gives $E_i=(V-E_fd_f)/d_i$. Insert this in (2) and divide by $\varepsilon_0$:

$$\frac{\varepsilon_iV}{d_i}-\frac{\varepsilon_id_f}{d_i}E_f-\varepsilon_fE_f-\frac{P}{\varepsilon_0}=\frac{s}{\varepsilon_0}.$$

Collecting the terms in $E_f$,

$$E_f=\frac{\varepsilon_iV/d_i-(P+s)/\varepsilon_0}{\varepsilon_f+\varepsilon_id_f/d_i}. \qquad (3)$$

For $V=s=0$,

$$E_f=-\frac{P}{\varepsilon_0(\varepsilon_f+\varepsilon_id_f/d_i)},\qquad E_i=-E_f\frac{d_f}{d_i}. \qquad (4)$$

The minus sign means that the field opposes the polarization, hence the name depolarizing field.

**Numbers for (a).** The geometric term is $3.9\times10/1=39$, so the bracket is $30+39=69$ and

$$E_f=-\frac{0.1}{8.854\times10^{-12}\times69}\ \text{V/m}=-1.64\times10^{8}\ \text{V/m}.$$

The field has magnitude 164 MV/m, or 1.64 MV/cm, and points towards the gate.

**Physical picture.** The polarization leaves bound charge $-P$ at the gate face and $+P$ at the inner interface. The gate metal touches the first sheet, but the channel charge is separated from the second by the oxide. The displacement, which equals the free charge per area on the gate, is

$$D=\varepsilon_0\varepsilon_iE_i=P\,\frac{\varepsilon_id_f/d_i}{\varepsilon_f+\varepsilon_id_f/d_i}=\frac{39}{69}P=0.565\,P,$$

or 5.65 µC/cm². The electrodes therefore compensate a little over half of the polarization charge. The remainder produces the field: $\varepsilon_0\varepsilon_fE_f=D-P=-4.35$ µC/cm².

**Two limits.** As $d_i\to0$, the term $\varepsilon_id_f/d_i$ diverges and $E_f\to0$: a short placed directly across the film removes its field. As $d_i\to\infty$ this term vanishes, $D\to0$, and $E_f\to-P/(\varepsilon_0\varepsilon_f)=-3.76$ MV/cm, the field of an uncompensated film. Thinning the oxide at fixed $P$ thus relieves the ferroelectric. It does not relieve the oxide, because

$$E_i=\frac{Pd_f}{\varepsilon_0(\varepsilon_fd_i+\varepsilon_id_f)}$$

grows as $d_i$ falls and tends to $P/(\varepsilon_0\varepsilon_i)$.

**Numbers for (b).** The oxide field is $10\times1.637=16.4$ MV/cm. The voltage drops are $-1.64$ V across the ferroelectric and $+1.64$ V across the oxide, which add to zero as the short requires.

**Comparison with real stacks.** The ferroelectric parameters are rough typical values for films based on HfO₂. The oxide field is far from a comfortable value: it is 1.64 times a rough breakdown strength of 10 MV/cm. That figure is a rule of thumb for thicker oxides; a 1 nm layer leaks by direct tunnelling and wears out over time, so the ratio signals heavy stress and not immediate failure. Within (4), that strength is already reached at $P=6.1$ µC/cm². The state with the full 10 µC/cm² is thus doubtful for a real oxide of this kind. Real stacks can also violate $s=0$ through trapped charge. By (3), for this direction of $P$, electrons trapped at the inner interface reduce $|E_f|$ as long as $-2P<s<0$, and $s=-P$ would bring both fields to zero. Unequal work functions violate $V=0$: a mismatch of 0.5 eV shifts $E_f$ by 0.28 MV/cm, with a sign set by which electrode has the larger work function. A real channel is a semiconductor, which is the subject of Variation 1.

**Can electrons reach the interface?** The oxide field pushes electrons from the channel towards the ferroelectric. Take a barrier $\Phi=3.1$ eV, an oxide mass $m_{ox}=0.5\,m_e$ and a channel Fermi energy $E_F=5$ eV, all round model values. Here $m_{ox}$ applies to motion along $x$; for transverse motion the mass is taken as $m_e$ everywhere, so the transverse energy is conserved and the transmission depends only on the energy of motion along $x$. For an electron whose energy of motion along $x$ lies $w$ below the Fermi level, the barrier falls linearly from $\Phi+w$ to $\Phi+w-eV_i$, where $V_i=1.64$ V. The WKB transmission is $\exp(-2\int\kappa\,dx)$ with $\hbar\kappa=\sqrt{2m_{ox}(\text{barrier height})}$, and integrating the square root of a linear function gives

$$T(w)=\exp\left\{-\frac{4\sqrt{2m_{ox}}}{3\hbar eE_i}\left[(\Phi+w)^{3/2}-(\Phi+w-eV_i)^{3/2}\right]\right\}.$$

At the Fermi level $T(0)=1.9\times10^{-5}$. A numerical solution of the Schrödinger equation for the same barrier, with free electrons of mass $m_e$ on both sides and the band bottom on the far side lower by $eV_i$, gives 3.7 times as much, since WKB omits the prefactor.

The current sums $ev_xT$ over occupied states, with density $2/(2\pi)^3$ in wavevector space. Use $v_x\,dk_x=dE_x/\hbar$ and, for the transverse motion, $d^2k=2\pi m_e\,dE_\perp/\hbar^2$. At zero temperature, and with final states empty down to $eV_i$ below the channel Fermi level, the allowed range of $E_\perp$ has width $\min(w,eV_i)$. Hence

$$J=\frac{4\pi m_ee}{h^3}\int_0^{E_F}\min(w,eV_i)\,T(w)\,dw\approx6\times10^4\ \text{A/cm}^2.$$

Including the prefactor that WKB omits would raise $J$ about fourfold. At the initial WKB rate a charge equal to $P$ would arrive in $P/J\approx0.2$ ns. This is not a retention time: the estimate assumes an empty state for every arriving electron, and the current falls as charge accumulates. The ferroelectric is an insulator. If only states above its conduction band edge count, with that edge taken 1.6 eV below the oxide edge, the open window shrinks to 0.14 eV, $J$ falls to about $2\times10^3$ A/cm² and $P/J$ rises to about 4 ns. An oxide mass of 0.42 or 0.6 $m_e$ in place of 0.5 raises or lowers $J$ about threefold. It does show that a 1 nm oxide under this field cannot be assumed to keep $s=0$. How much charge is actually trapped also depends on the number, energies and capture rates of the traps, which this estimate leaves out.

## Variation 1: a silicon channel

*Replace the metal by p-type silicon with $10^{18}$ acceptors per cm³ at 300 K. Keep $P$ rigid, set $s=0$, and let the bands be flat when $P=0$. How does $E_f$ change for each direction of $P$?*

The silicon surface now sits at a potential $\psi_s$ relative to the grounded bulk, so $V=-\psi_s$. Equation (3) becomes

$$E_f=-\frac{P/\varepsilon_0+\varepsilon_i\psi_s/d_i}{\varepsilon_f+\varepsilon_id_f/d_i}. \qquad (5)$$

A second relation between $\psi_s$ and the displacement comes from Poisson's equation in the silicon, $\psi''=-\rho/(\varepsilon_0\varepsilon_s)$ with $\varepsilon_s=11.7$. Multiply by $\psi'$, so that the left side becomes $(\psi'^2/2)'$, and integrate from the neutral bulk to the surface. With $D=-\varepsilon_0\varepsilon_s\psi'$ at the surface,

$$\frac{D^2}{2\varepsilon_0\varepsilon_s}=-\int_0^{\psi_s}\rho(\psi)\,d\psi,\qquad \rho=e\,[p(\psi)-n(\psi)-p(0)+n(0)].$$

$D$ has the sign of $\psi_s$. The densities $n$ and $p$ follow Fermi-Dirac statistics for parabolic bands, with density-of-states masses $1.08\,m_e$ and $0.81\,m_e$ and a gap of 1.12 eV. Setting this $D$ equal to $\varepsilon_0\varepsilon_iE_i$, with $E_i=(-\psi_s-E_fd_f)/d_i$, leaves one equation for $\psi_s$, which is solved numerically.

- **$P$ towards the channel (inversion):** $\psi_s=1.25$ V and $E_f=-2.34$ MV/cm, a magnitude 43% above the metallic result. The oxide field drops to 10.9 MV/cm.
- **$P$ towards the gate (accumulation):** $\psi_s=-0.39$ V and $E_f=+1.86$ MV/cm, a magnitude 14% above the metallic result.

In both cases the band bending has the sign of $P$, so the two terms in the numerator of (5) add. The asymmetry comes from the doping. In inversion the Fermi level ends 0.20 eV above the conduction band edge at the surface, so about 1.05 V of the bending is spent in bringing that edge down to the Fermi level. In p-type silicon the valence band edge starts much closer. Quantum confinement of the carriers is left out, and it is not negligible. In inversion, a self-consistent Schrödinger–Poisson estimate with a hard wall at the oxide raises $\psi_s$ by about 0.2 V and $|E_f|$ to about 2.5 MV/cm, roughly 50% above the metallic result. In accumulation, a similar estimate with three parabolic hole bands (masses of 0.2 to 0.3 $m_e$ along $x$) raises $|\psi_s|$ from 0.39 V to between 0.73 and 0.78 V, depending on the in-plane masses chosen, and $|E_f|$ to between 2.05 and 2.08 MV/cm, roughly 25% above the metallic result instead of 14%.

## Variation 2: a polarization that yields

*Return to the metallic channel. The field found in (a) exceeds a rough coercive field $E_c=1$ MV/cm. Must the polarization switch?*

Let $P$ now vary, with $P_0=0.1$ C/m² its value at zero field, and describe the uniform film by the Landau relation

$$E=-AP+AP^3/P_0^2.$$

The coercive field is the extremum of this curve. Setting $dE/dP=0$ gives $P=P_0/\sqrt3$, where $|E|=2AP_0/(3\sqrt3)$. Hence $A=3\sqrt3E_c/(2P_0)$.

The shorted stack imposes $E=-KP$, with $K=1/[\varepsilon_0(\varepsilon_f+\varepsilon_id_f/d_i)]$ from (4). For $P\neq0$, equating the two expressions and dividing by $P$ gives $-K=-A+AP^2/P_0^2$, so

$$P=P_0\sqrt{1-K/A}\qquad(K<A).$$

With $\varepsilon_f=30$ kept as the background, $K/A=0.630$, which gives $P=6.1$ µC/cm², $E_f=-0.996$ MV/cm and an oxide field of 9.96 MV/cm.

The meaning of $\varepsilon_f$ matters here, because $P$ now has a linear response of its own. At $P_0$ the slope is $dE/dP=2A$, which adds $1/(2A\varepsilon_0)=21.7$ to the permittivity, for a total of 52. If 30 is instead the total permittivity at zero field, the background is only 8.3. The same formulas then give $K/A=0.920$, $P=2.8$ µC/cm², $E_f=-0.68$ MV/cm and an oxide field of 6.8 MV/cm. The polarization stays finite in both cases, but its size depends strongly on this choice.

For stability, consider the energy. The field energy per area is $\tfrac12\varepsilon_0(\varepsilon_fE_f^2d_f+\varepsilon_iE_i^2d_i)$. With $E_id_i=-E_fd_f$ and (2) at $s=0$, it becomes $-\tfrac12PE_fd_f=\tfrac12KP^2d_f$. Per volume of ferroelectric the total is

$$g=-\tfrac12(A-K)P^2+\frac{AP^4}{4P_0^2}.$$

At the solution $g''=-(A-K)+3(A-K)=2(A-K)>0$, a minimum. At $P=0$, $g''=-(A-K)<0$, a maximum.

So a uniform film need not switch: its polarization shrinks, and the field shrinks with it. With the background of 30, the final field lies close to $E_c$ for a reason. As $K$ varies at fixed $A$ and $P_0$, the magnitude $KP_0\sqrt{1-K/A}$ peaks at $K/A=2/3$, where it equals $E_c$, and 0.630 is near that peak. The conclusion holds for uniform polarization. A film that splits into domains may lower its energy further, which this model cannot decide.

The numerical output below lists the main values used here.

## Computed values

```
INPUTS
ferroelectric thickness        10.0 nm
oxide thickness                1.0 nm
relative permittivities        30.0, 3.9
polarization                   10.0 uC/cm2 = 0.10 C/m2
IDEAL METALLIC STACK
eps_i*d_f/d_i                  39.00
eps_f + eps_i*d_f/d_i          69.00
ferroelectric field            -1.637 MV/cm
  same, converted              -163.7 MV/m
  same, Poisson grid           -1.637 MV/cm
oxide field                    16.37 MV/cm
ferroelectric voltage drop     -1.637 V
oxide voltage drop             1.637 V
electrode charge D             5.65 uC/cm2
compensated share D/P          0.565
thick-oxide limit of E_f       -3.76 MV/cm
BREAKDOWN
rough oxide strength (input)   10 MV/cm
oxide field / strength         1.64
P that reaches the strength    6.11 uC/cm2
SILICON CHANNEL, rigid P, equal work functions
temperature                    300 K
acceptor density               1.0e+18 cm-3
Si permittivity, gap           11.7, 1.12 eV
electron, hole DOS masses      1.08, 0.81 m_e
inversion: band bending        1.249 V
inversion: E_f                 -2.34 MV/cm
inversion: oxide field         10.94 MV/cm
inversion: rise of |E_f|       43.1 %
inversion: total sheet charge  2.36e+13 e/cm2
inversion: E_F above band edge 0.203 eV
accumulation: band bending     -0.391 V
accumulation: E_f (P reversed) 1.86 MV/cm
accumulation: rise of |E_f|    13.5 %
WORK FUNCTIONS
mismatch (input)               0.5 eV
shift of E_f, either sign      0.283 MV/cm
YIELDING POLARIZATION, uniform Landau film
rough coercive field (input)   1.0 MV/cm
K/A                            0.630
relaxed polarization           6.08 uC/cm2
  same, energy minimum         6.08 uC/cm2
relaxed E_f                    -0.996 MV/cm
relaxed oxide field            9.96 MV/cm
TUNNELLING, rigid P, empty final states
barrier, oxide mass            3.1 eV, 0.5 m_e
lead Fermi energy              5.0 eV
WKB transmission at E_F        1.9e-05
full-wave / WKB transmission   3.7
initial WKB current density    6e+04 A/cm2
time P/J at initial rate       0.2 ns
```
